# Short-range bright–dark exchange splitting in a strongly confined spherical nanocrystal, part 2

We seek the short-range exchange splitting $\Delta$ between bright and dark excitons in a spherical, hard-walled nanocrystal of radius $R$, well below the bulk exciton radius $a_B$. The algebra uses atomic units.

Exchange is the Coulomb self-energy of the electron–hole transition density. Its short-range part is a contact energy $j\int F^2d^3r$ times a matrix $K_0$. Here $F$ is the product of the electron and hole envelopes, and $j$ is a crystal constant. Electron spin and hole angular momentum $J=3/2$ combine to $N$: $K_0=4/3$ for $N=1$ (bright) and $0$ for $N=2$ (dark). A many-electron diagonalization gave $1.3331\,j$. For a density wave of period $a=0.6$ nm, $G=2\pi/a$, the microscopic energy exceeded the contact value by under one percent.

For equal hole masses, $\int F^2d^3r=C(1)/R^3$ with $C(1)=0.6721$. Long-range exchange adds, for interband dipole length $d$, polarization direction $\mathbf e$ and dielectric constant $\varepsilon$,

$$\Delta_{\rm LR}=\frac43\,\frac{4\pi d^2}{3\varepsilon}\,\frac{C(1)}{R^3},$$

where the factor 1/3 is the angular average of $(\hat{\mathbf q}\cdot\mathbf e)^2$, with $\mathbf q$ the wave vector.

For unequal masses, the hole energy, counted as positive, is

$$H=\tfrac12k^2\left(\gamma_1+\tfrac52\gamma\right)-\gamma(\mathbf k\cdot\mathbf J)^2=\tfrac12k^2(\gamma_1-2\gamma X),\qquad X=(\hat{\mathbf k}\cdot\mathbf J)^2-\tfrac54 .$$

Thus $1/m_{hh}=\gamma_1-2\gamma$ and $1/m_{lh}=\gamma_1+2\gamma$ for heavy and light holes, and $\beta=m_{lh}/m_{hh}$. The wall mixes them. With envelope angular momentum $\mathbf L$ and $\mathbf T=\mathbf L+\mathbf J$, the level continuing the s-like hole has $T=3/2$ and contains $L=0$ and $L=2$. With $\varphi=k_{hh}R$, where $k_{hh}$ is the heavy-hole wave number, spherical Bessel functions $j_L$ (always written with an argument), and constants $A$ and $b$, its radial functions are

$$\begin{aligned}
R_0(r)&=A\left[j_0(\varphi r/R)+b\,j_0(\sqrt\beta\,\varphi r/R)\right],\\
R_2(r)&=A\left[-j_2(\varphi r/R)+b\,j_2(\sqrt\beta\,\varphi r/R)\right],
\end{aligned}$$

with $\int_0^R(R_0^2+R_2^2)r^2dr=1$. Both must vanish at the wall. The second condition gives $b=j_2(\varphi)/j_2(\sqrt\beta\varphi)$, and inserting this in the first gives

$$j_0(\varphi)\,j_2(\sqrt\beta\varphi)+j_2(\varphi)\,j_0(\sqrt\beta\varphi)=0 .$$

For $\beta\to1$ this becomes $j_0(\varphi)j_2(\varphi)=0$. The lowest root is $\varphi=\pi$, with $b=1$ and $R_2=0$, so the single envelope is recovered. The equation does not contain $R$. For $\beta=0.3$ the root is $\varphi=4.493$. The lowest odd levels with $T=3/2$ and $T=5/2$ have $\varphi=4.925$ and $6.388$, and so lie higher, since the energy is proportional to $\varphi^2$.

The $L=2$ part also contributes to exchange, with a different weight. Since $K_0$ has one value for each $N$, it can be written with the electron spin $\mathbf s$ as

$$K_0=\tfrac12-\tfrac23\,\mathbf s\cdot\mathbf J .$$

Indeed $\mathbf s\cdot\mathbf J=\frac12[N(N+1)-\frac{15}4-\frac34]$ equals $-5/4$ for $N=1$ and $3/4$ for $N=2$, which returns $4/3$ and $0$. The electron density is spherical, so cross terms between $L=0$ and $L=2$ integrate to zero over the angles. Within the $L=2$ part, $\mathbf J$ acts on the states of fixed $T$ as a multiple of $\mathbf T$, by the projection theorem:

$$\mathbf J\to\frac{\langle\mathbf J\cdot\mathbf T\rangle}{T(T+1)}\,\mathbf T,\qquad
\langle\mathbf J\cdot\mathbf T\rangle=\tfrac12\left[\tfrac{15}4+\tfrac{15}4-6\right]=\tfrac34 .$$

The multiple is $(3/4)/(15/4)=1/5$. The exchange matrix of this part is $\frac12-\frac2{15}\mathbf s\cdot\mathbf T$, with eigenvalues $2/3$ for $N=1$ and $2/5$ for $N=2$, where $N$ now combines the electron spin with $\mathbf T$. An explicit construction of the $8\times8$ matrix gives the same two values. The dark states are thus raised a little as well. A dark pair can have local transition densities when their dipoles cancel over the whole dot.

Let $n_e=\sin^2(\pi r/R)/(2\pi Rr^2)$ be the electron density, and define $I_L=R^3\int_0^Rr^2n_eR_L^2\,dr$. The shifts are

$$E_{\rm bright}=\frac j{R^3}\left(\tfrac43I_0+\tfrac23I_2\right),\qquad E_{\rm dark}=\frac j{R^3}\,\tfrac25I_2 ,$$

and their difference is the general result:

$$\boxed{\;\Delta=\frac43\,j\,\frac{C(\beta)}{R^3},\qquad C(\beta)=I_0+\tfrac15I_2\;}$$

Because $\varphi$ and $b$ do not depend on $R$, the hole functions have the form $R_L=R^{-3/2}g_L(r/R)$. With $r=Rx$ the radius drops out of $I_L$. With hard walls, a contact interaction and no attraction between electron and hole, the inverse cube is therefore exact for every $\beta$.

For $\beta=0.3$ the overlaps are $I_0=0.7346$ and $I_2=0.0117$, so $C=0.7346+0.0023=0.7369$. A diagonalization of the coupled channels with 24 Bessel functions in each, which does not use the wall equation, also gives 0.7369. The dependence on the mass ratio is weak over the range computed: $C=0.672$, $0.691$, $0.737$ and $0.744$ for $\beta=1$, $0.5$, $0.3$ and $0.15$. It is not monotonic: $C$ is $0.768$ at $\beta=0.22$ and falls to $0.58$ at $\beta=0.05$.

The constant $j$ can be taken from the bulk. In a bulk exciton with a hydrogenic 1s envelope the probability density for electron and hole to coincide is $1/(\pi a_B^3)$, which replaces $C/R^3$. Neglecting heavy–light mixing in the bulk exciton, we obtain $\Delta_{\rm bulk}=\frac43j/(\pi a_B^3)$ and hence

$$\Delta=\pi C(\beta)\,\Delta_{\rm bulk}\left(\frac{a_B}R\right)^3 .$$

The long-range part is calibrated in the same way. A bulk exciton polarized along its wave vector has $(\hat{\mathbf q}\cdot\mathbf e)^2=1$, and a transverse one has zero. Their separation is $\omega_{LT}=\frac43\frac{4\pi d^2}{\varepsilon}\frac1{\pi a_B^3}$. Comparison with $\Delta_{\rm LR}$ gives, for a hole with a single envelope,

$$\Delta_{\rm LR}=\frac{\omega_{LT}}3\,\pi C(1)\left(\frac{a_B}R\right)^3 .$$

Consider a zinc-blende dot resembling CdSe with $R=2.5$ nm. The following inputs are rough typical values: $a_B=5$ nm, $\Delta_{\rm bulk}=0.1$ meV, $\omega_{LT}=1$ meV, electron mass 0.12 and heavy-hole mass 0.45 free-electron masses, and $\beta=0.3$. The exchange constant is

$$j=\tfrac34\,\pi a_B^3\,\Delta_{\rm bulk}=\tfrac34\,\pi\,(125\ \mathrm{nm^3})(10^{-4}\ \mathrm{eV})=0.0295\ \mathrm{eV\,nm^3}.$$

An unscreened transition density made of one plane-wave pair with period 0.6 nm would have $j=4\pi/G^2=0.165$ eV nm³. The calibrated value is about 18 percent of this, a reasonable order of magnitude for a screened density that also contains shorter waves. The splitting is

$$\Delta=\frac43\cdot\frac{0.0295\times0.7369}{15.625}\ \mathrm{eV}\approx1.85\ \mathrm{meV},$$

about 18.5 times the bulk value. At fixed $j$ and $\beta$ it is 8.6, 3.6 and 1.1 meV for $R=1.5$, 2.0 and 3.0 nm. The upward shift of the dark level is only 0.009 meV at 2.5 nm.

The long-range exchange is larger: with the bulk dipole and a hole of single envelope, $\Delta_{\rm LR}=5.6$ meV. The mixing of heavy and light holes at $\beta=0.3$ lowers this by 8 percent; the reduction grows quickly at smaller mass ratio and is 40 percent at $\beta=0.15$. The dot's surroundings add to it. Let the dielectric constant be $\varepsilon_i=6$ inside and $\varepsilon_o=2$ outside. Near the wall the transition density acts as a dipole of moment $D$, with potential $[D/(\varepsilon_ir^2)+A_rr]\cos\theta$ inside and $(B/r^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement at $r=R$ requires

$$\frac D{\varepsilon_i}+A_rR^3=B,\qquad \varepsilon_i\left(-\frac{2D}{\varepsilon_i}+A_rR^3\right)=-2\varepsilon_oB ,$$

so that

$$A_r=\frac{2(\varepsilon_i-\varepsilon_o)}{\varepsilon_i(\varepsilon_i+2\varepsilon_o)}\,\frac D{R^3}.$$

The energy $A_rD$ also scales as $R^{-3}$ and, for the same single envelope, raises the bright states by a further 1.6 meV. Both numbers are overestimates as far as the dipole is concerned, because $d$ is inversely proportional to the transition energy, which confinement increases. For a gap of roughly 1.75 eV, hard-wall confinement energies of 0.50 eV for the electron and 0.27 eV for the hole halve $d^2$. With the mixed hole the two long-range terms then add up to about 3 meV, still above 1.85 meV. The short-range part is thus the smaller share of the bright–dark separation for these inputs. A measured splitting should not be compared with $\Delta$ alone.

The short-range number itself is changed by a finite wall and by the attraction between the particles. These two corrections are of similar size and opposite sign. Let the electron see a barrier of 3 eV, with the free-electron mass $m_o$ outside. Continuity of the wave function and of its slope divided by the mass gives, with $y=kR$ and decay constant $\kappa$,

$$\frac{y\cot y-1}{m_e}=-\frac{\kappa R+1}{m_o}.$$

The wave function no longer vanishes at $R$, and the electron spreads towards and beyond the wall, away from the centre where the hole is concentrated. With the hole still confined by a hard wall, the splitting is multiplied by 0.56, to about 1.0 meV. A smaller dot has a smaller $\kappa R$, hence a smaller $y$ and a flatter electron density. The overlap number therefore falls as $R$ is reduced, and the splitting grows more slowly than the inverse cube. The local exponent at 2.5 nm is $-2.6$. A fitted exponent below three in magnitude is therefore compatible with a contact interaction.

The attraction between the particles acts the other way. A hole of single mass 0.45 placed in the potential of the fixed electron cloud, screened by $\varepsilon_i=6$, moves towards the centre and raises the overlap by 9 percent. This is only a small part of the effect. The two particles also correlate their motion, so that each is more likely to be found close to the other, and a contact interaction measures exactly this coincidence. For a pair wave function $\Psi(\mathbf r_e,\mathbf r_h)$ that may depend on the distance between the particles, $\int F^2d^3r$ is replaced by $\int|\Psi(\mathbf r,\mathbf r)|^2d^3r$. With hard walls and single masses 0.12 and 0.45, this is larger than the uncorrelated value by a factor of about 2.1 for $\varepsilon=6$, and about 1.7 for $\varepsilon=9$, the value that matches $a_B=5$ nm for these masses. A single mass of 0.45 gives only about half the confinement energy of the mixed hole; with a mass of 0.22, which matches that energy, the factors are 1.8 and 1.5. The factor grows with $R$, so it too weakens the dependence on radius. Even at $R/a_B=0.5$, where the walls dominate the energy, the uncorrelated splitting is therefore reliable only to within a factor of about two. When $R$ grows well beyond $a_B$, the attraction and not the wall fixes the relative motion, and the splitting must tend to its bulk value instead of falling further as $R^{-3}$.

Departures from a spherical shape do not multiply the splitting but compete with it. To find their size, let the wall move outward by $\delta R(\theta)$. Multiply the equation of the new state $\Psi'$ by the old state $\Psi$, integrate over the old sphere and subtract the conjugate equation. What remains is $\delta E$ on one side and a surface term on the other. On the old wall $\Psi=0$ and, to first order, $\Psi'=-\delta R\,\partial_r\Psi$. The gradient there is radial, so

$$\delta E=-\tfrac12R^2\oint\delta R\;\partial_r\Psi^\dagger\,\bigl[\gamma_1-2\gamma X(\hat{\mathbf r})\bigr]\,\partial_r\Psi\;d\Omega .$$

For a uniform expansion $\delta R=\eta R$ this must equal $-2\eta E$, because $E\propto R^{-2}$. The computed hole functions satisfy this to within one part in $10^8$. A dot whose long axis is 5 percent longer than its two short axes, at the volume of the sphere, has $\delta R=\frac23(0.05)R\,P_2(\cos\theta)$, with $P_2$ the Legendre polynomial. The hole states with projections $\pm3/2$ and $\pm1/2$ on the long axis then separate by 7.3 meV, four times $\Delta$. The division into a triplet and a quintet is lost in such a dot. For these inputs the $\pm1/2$ pair has the lower energy in the elongated dot, and the order is reversed in a flattened one. The size and sign of this splitting depend on the mass ratio: at the same heavy-hole mass it shrinks to 1.2 meV at $\beta=0.15$ and has the opposite sign at $\beta=0.1$. If the $\pm3/2$ pair lies lowest and well apart, and the small $L=2$ part is ignored, two of its four exciton states rise by $j\int F^2$ and two stay dark, because each of these valence states has a single spin direction. The factor 4/3 is replaced by 1, and the dependence on radius through the overlap remains.

Real CdSe nanocrystals often have the wurtzite structure, whose crystal field separates the hole states in a similar way. Low-temperature splittings between emitting and absorbing levels in such dots are roughly of the order of 10 meV for small sizes. The short-range values found here, from 1.1 meV at 3.0 nm to 8.6 meV at 1.5 nm, are of that order or below it. They leave out the long-range exchange, the hole splitting, the finite wall and the attraction between the particles, and the rough inputs do not allow a closer comparison. The restriction to four valence states is also a rough approximation here. The hole confinement energy is 0.27 eV, or 0.68 of a spin-orbit splitting of roughly 0.4 eV, so admixture of the split-off band is not negligible. Its effect has not been computed here, nor have those of cubic warping and of the nonparabolic conduction band.

Temperature decides how strongly the splitting affects the populations of the levels. In thermal equilibrium the bright share of the population is

$$f=\frac{3e^{-\Delta/k_BT}}{5+3e^{-\Delta/k_BT}} .$$

With $\Delta=1.85$ meV it is 0.3 percent at 4 K, where $k_BT=0.34$ meV, and 36 percent at 300 K, close to the high-temperature limit 3/8. The long-range part would lower the 4 K value further. Under these conditions a cold dot keeps its exciton mostly in the dark states, while at room temperature the short-range splitting alone hardly affects the populations. Most of these values are listed in the numerical output.

## Table of computed values

```
many-electron splitting / j          1.3331
L=2 bright, dark eigenvalues         0.6667 0.4000
C(beta=1.00)                         0.6721
C(beta=0.50)                         0.6914
C(beta=0.30)                         0.7369
C(beta=0.15)                         0.7437
inputs: R, a_B, lattice (nm)         2.5 5.0 0.6
inputs: bulk SR, LT splitting (meV)  0.1 1.0
inputs: m_e, m_hh (m0), beta         0.12 0.45 0.3
inputs: eps inside, outside          6.0 2.0
inputs: barrier, spin-orbit (eV)     3.0 0.4
hole wall root k_h R                 4.4927
lowest odd roots, J=3/2 and 5/2      4.9249 6.3884
I0, I2                               0.7346 0.0117
C by channel diagonalization         0.7369
j from bulk splitting (eV nm^3)      0.0295
j of bare single plane wave (eV nm^3) 0.1650
short-range splitting, R=1.5 nm (meV) 8.574
short-range splitting, R=2.0 nm (meV) 3.617
short-range splitting, R=2.5 nm (meV) 1.852
short-range splitting, R=3.0 nm (meV) 1.072
dark-level shift at R (meV)          0.009
microscopic/contact at R and 2R      1.00652 1.00161
predicted correction at 2R           0.00160
microscopic exponent of R            -3.0071
long-range part, bulk dipole (meV)   5.63
dielectric boundary part (meV)       1.60
finite barrier: factor on splitting  0.564
finite barrier: local exponent       -2.595
attraction: factor on splitting      1.093
elongation (percent)                 5
hole splitting by elongation (meV)   7.29
electron, hole energies (eV)         0.501 0.273
hole energy / spin-orbit splitting   0.68
T=4 K: kT (meV), bright fraction   0.345 0.0028
T=300 K: kT (meV), bright fraction   25.852 0.3584
```
